# Condition Number of a Stokes Polarimeter and the Regular Tetrahedron

## Result

A Stokes polarimeter takes \(N\) intensity readings through \(N\) different analysers and computes the Stokes vector from them. Let the analysers be ideal and equally weighted, and let \(W\) be the \(N\times4\) matrix that turns the Stokes vector into the readings. Its 2-norm condition number, the ratio of its largest to its smallest singular value, obeys

\[
\kappa(W)=\frac{\sigma_{\max}}{\sigma_{\min}}\ \ge\ \sqrt3 .
\]

With four analysers, equality holds if and only if the four analyser states form a regular tetrahedron on the Poincaré sphere. With more analysers other arrangements can reach \(\sqrt3\), for example the octahedron with six, but no arrangement of five does.

## The rows of the matrix

For a field with Jones vector \(E=(E_x,E_y)\) define

\[
S_0=|E_x|^2+|E_y|^2,\quad S_1=|E_x|^2-|E_y|^2,\quad S_2+iS_3=2E_x^*E_y ,
\]

and write \(\mathbf S=(S_1,S_2,S_3)\). Partially polarised light is an incoherent sum of such fields, and its Stokes vector is the sum of theirs.

An ideal analyser passes one polarisation state, with unit Jones vector \(a\), and blocks the orthogonal one. Let \(\mathbf s\) be the Stokes direction of \(a\), so that \(|a_x|^2=(1+s_1)/2\), \(|a_y|^2=(1-s_1)/2\) and \(a_x^*a_y=(s_2+is_3)/2\). It has unit length, since

\[
|\mathbf s|^2=(|a_x|^2-|a_y|^2)^2+4|a_x|^2|a_y|^2=(|a_x|^2+|a_y|^2)^2=1 .
\]

The reading is

\[
|a^\dagger E|^2=|a_x|^2|E_x|^2+|a_y|^2|E_y|^2+2\,\mathrm{Re}\big[(a_x^*a_y)(E_x^*E_y)^*\big].
\]

The first two terms give \(\tfrac14[(1+s_1)(S_0+S_1)+(1-s_1)(S_0-S_1)]=\tfrac12(S_0+s_1S_1)\). The last gives \(\tfrac12(s_2S_2+s_3S_3)\). Hence

\[
I=\tfrac12\,(S_0+\mathbf s\cdot\mathbf S),
\]

and row \(k\) of \(W\) is \(\tfrac12(1,\mathbf s_k)\). The result is linear in the Stokes vector, so it also holds for partially polarised light.

## Proof of the bound

The squared singular values of \(W\) are the eigenvalues of

\[
G=W^TW=\frac14\begin{pmatrix}N&\mathbf b^T\\ \mathbf b&M\end{pmatrix},\qquad
\mathbf b=\sum_k\mathbf s_k,\qquad M=\sum_k\mathbf s_k\mathbf s_k^T .
\]

Each \(\mathbf s_k\) has unit length, so \(\mathrm{tr}\,M=N\). If \(W\) has rank below four, as it must for \(N<4\), then \(\kappa\) is infinite and the bound is trivial. Take rank four from here on.

For a symmetric matrix, \(x^TGx\) with \(|x|=1\) lies between the smallest and largest eigenvalues. Taking \(x=e_0=(1,0,0,0)\) gives

\[
\lambda_{\max}\ge G_{00}=\frac N4 .
\]

Now take \(x=(0,\mathbf n)\), with \(\mathbf n\) the eigenvector of \(M\) that belongs to its smallest eigenvalue \(\mu_{\min}\). The smallest of three eigenvalues cannot exceed their mean \(N/3\), so

\[
\lambda_{\min}\le\frac{\mu_{\min}}4\le\frac N{12}.
\]

Dividing, \(\kappa^2=\lambda_{\max}/\lambda_{\min}\ge3\).

The physical content is a matter of sharing. Each analyser responds to \(S_0\) with the full coefficient \(\tfrac12\). Its response to polarisation has the same total strength, but this must serve three components.

The number depends on how the components are scaled. If the unknowns are taken as \((\sqrt3S_0,S_1,S_2,S_3)\), the first column of \(W\) is divided by \(\sqrt3\), and the tetrahedron then has \(\kappa=1\). The value \(\sqrt3\) belongs to the usual Stokes components.

## When equality holds

Suppose \(\kappa^2=3\). Then \(\lambda_{\max}=3\lambda_{\min}\le N/4\). Together with the first bound this gives \(\lambda_{\max}=N/4\) and \(\lambda_{\min}=N/12\).

The vector \(e_0\) therefore attains the largest value of \(x^TGx\). Expanded in eigenvectors of \(G\), it can contain only those with eigenvalue \(\lambda_{\max}\), since any other would lower the average. So \(e_0\) is itself an eigenvector. But \(Ge_0=\tfrac14(N,\mathbf b)\), and therefore \(\mathbf b=0\).

The second chain gives \(\mu_{\min}\ge4\lambda_{\min}=N/3\). Three eigenvalues that are each at least \(N/3\) and add up to \(N\) all equal \(N/3\). Equality thus requires

\[
\sum_k\mathbf s_k=0,\qquad \sum_k\mathbf s_k\mathbf s_k^T=\frac N3\,\mathbf 1 .
\]

Conversely, these conditions give \(G=\tfrac N4\,\mathrm{diag}(1,\tfrac13,\tfrac13,\tfrac13)\) and \(\kappa=\sqrt3\). The octahedron \(\pm\hat x,\pm\hat y,\pm\hat z\) satisfies them, with \(M=2\cdot\mathbf 1\) and \(N=6\).

**Four analysers.** Put \(U=WG^{-1/2}\), whose rows at equality are \(\tfrac1{\sqrt N}(1,\sqrt3\,\mathbf s_k)\). Its columns are orthonormal, because \(U^TU=G^{-1/2}GG^{-1/2}=\mathbf 1\). For \(N=4\) the matrix is square, so its rows are orthonormal too:

\[
\tfrac14(1+3\,\mathbf s_i\cdot\mathbf s_j)=\delta_{ij}
\quad\Longrightarrow\quad \mathbf s_i\cdot\mathbf s_j=-\tfrac13\quad(i\ne j).
\]

All six distances between the points are then equal, which is a regular tetrahedron. Conversely, the vertices of a regular tetrahedron on the unit sphere add up to zero and have equal mutual products \(c\). From \(0=|\sum_k\mathbf s_k|^2=4+12c\) follows \(c=-\tfrac13\). The matrix with rows \(\tfrac12(1,\sqrt3\,\mathbf s_k)\) then has orthonormal rows, hence orthonormal columns, and these are the equality conditions. A numerical search over four free directions ended at \(\kappa=1.73205\) with all products equal to \(-0.3333\).

**Five analysers.** Suppose equality held for \(N=5\). The four columns of \(U\) leave one unit vector \(v\) orthogonal to them, so \(UU^T=\mathbf 1-vv^T\). The diagonal elements give \((1+3)/5=1-v_i^2\), hence \(v_i=\pm1/\sqrt5\). The first column of \(U\) is constant, so \(\sum_iv_i=0\). Five equal magnitudes with signs cannot cancel, and equality is impossible. A triangle on the equator with two poles has \(\mathbf b=0\) and \(M=\mathrm{diag}(\tfrac32,\tfrac32,2)\), hence \(\kappa^2=5/(3/2)\) and \(\kappa=1.826\). The best value that a numerical search found was 1.794, which is not proved to be the minimum.

## Unequal weights and imperfect analysers

Let row \(k\) be \(\tfrac12t_k(1,\mathbf s_k)\) with \(t_k>0\), and put \(T=\sum_kt_k^2\). Then \(G_{00}=T/4\), and the lower block of \(4G\) has trace \(T\). The proof goes through with \(T\) in place of \(N\), so unequal weights cannot beat the bound. For four analysers at equality, the rows of \(U\) are \(T^{-1/2}t_k(1,\sqrt3\,\mathbf s_k)\). Their unit length requires \(4t_k^2=T\), so the weights must be equal. The exclusion of five analysers, in contrast, holds only for equal weights: a tetrahedron with one vertex read twice, each time with \(1/\sqrt2\) of the weight of the others, has the same \(G\) as the tetrahedron and reaches \(\sqrt3\).

A real polariser also passes a fraction \(\varepsilon\) of the unwanted state, whose Stokes direction is \(-\mathbf s\). The row becomes

\[
\tfrac12\big(1+\varepsilon,(1-\varepsilon)\mathbf s\big)=\tfrac12(1+\varepsilon)(1,D\mathbf s),\qquad D=\frac{1-\varepsilon}{1+\varepsilon}.
\]

The common factor does not affect \(\kappa\). The trace of the lower block is multiplied by \(D^2\), while \(G_{00}\) keeps its form, so \(\kappa\ge\sqrt3/D\). For \(\varepsilon=10^{-4}\) the tetrahedron has \(\kappa=1.7324\), which is a negligible change.

## What the number means for errors

Let \(\delta I\) be an error in the readings. Least squares gives \(\delta S=G^{-1}W^T\delta I\), whose norm is at most \(|\delta I|/\sigma_{\min}\). Relative to the signal,

\[
\frac{|\delta S|}{|S|}\le g\,\frac{|\delta I|}{|I|},\qquad g=\frac{|WS|}{\sigma_{\min}|S|}\le\kappa .
\]

Here \(S\) is the full four-component vector. For an optimal design and light of degree of polarisation \(p=|\mathbf S|/S_0\), we have \(|WS|^2=\tfrac N4S_0^2(1+p^2/3)\), \(|S|^2=S_0^2(1+p^2)\) and \(\sigma_{\min}^2=N/12\). Therefore

\[
g=\sqrt{\frac{3+p^2}{1+p^2}} .
\]

The gain is \(\sqrt3\) for unpolarised light and falls to \(\sqrt2\) for fully polarised light. The condition number is a worst case over all inputs.

For independent readings of equal variance \(\sigma^2\), the covariance of the result is \(\sigma^2G^{-1}\). Its trace is also smallest for the optimal designs. To see this, solve \(Gx=y\) in blocks:

\[
Nx_0+\mathbf b^T\mathbf x=4y_0,\qquad \mathbf b\,x_0+M\mathbf x=4\mathbf y .
\]

With \(\mathbf y=0\), the second equation gives \(\mathbf x=-M^{-1}\mathbf b\,x_0\), and the first then gives

\[
(G^{-1})_{00}=\frac4{N-\mathbf b^TM^{-1}\mathbf b}\ge\frac4N .
\]

With \(y_0=0\), eliminating \(x_0\) shows that the lower block of \(G^{-1}\) is \(4(M-\mathbf b\mathbf b^T/N)^{-1}\). The matrix in brackets is positive, with eigenvalues \(\nu_i\) that add up to at most \(N\). The Cauchy inequality \((\sum\nu_i)(\sum1/\nu_i)\ge9\) makes the trace of this block at least \(36/N\). In total,

\[
\mathrm{tr}\,G^{-1}\ge\frac{40}N .
\]

For the tetrahedron the covariance is \(\sigma^2\,\mathrm{diag}(1,3,3,3)\), and the root of its trace is \(\sqrt{10}\,\sigma=3.16\,\sigma\).

Compare the set \(\hat x,-\hat x,\hat y,\hat z\): two crossed linear analysers, one at 45° and one circular. Here \(\mathbf b=(0,1,1)\) and \(M=\mathrm{diag}(2,1,1)\). The eigenvalues of \(4G\) are 2, 1 and \((5\pm\sqrt{17})/2\), which gives \(\kappa=3.23\). The total error is \(4\sigma\), so the penalty in noise is much milder than the ratio of condition numbers suggests.

The octahedron gives \(2.58\,\sigma\), with the noise per reading held fixed. It takes six readings instead of four. If the total time is fixed and \(\sigma^2\) is inversely proportional to the time per reading, then \(\sigma^2\propto N\) and this advantage disappears.

## Building the tetrahedron with one retarder

Place a retarder in front of a fixed polariser that passes \(x\). Let the fast axis be at azimuth \(\theta\) from \(x\), and let the slow axis acquire the phase factor \(e^{i\delta}\). The transmitted \(x\) amplitude is \(a^\dagger E\) with

\[
a_x=\cos^2\theta+e^{-i\delta}\sin^2\theta,\qquad a_y=\sin\theta\cos\theta\,(1-e^{-i\delta}).
\]

Write \(C=\cos\delta\) and \(u=\sin^22\theta\). Since \(|1-e^{-i\delta}|^2=2(1-C)\), we have \(|a_y|^2=\tfrac12u(1-C)\), and \(s_1=1-2|a_y|^2\). Also

\[
a_x^*a_y=\sin\theta\cos\theta\,\big[\cos2\theta-e^{-i\delta}\cos^2\theta+e^{i\delta}\sin^2\theta\big].
\]

The bracket has real part \(\cos2\theta\,(1-C)\) and imaginary part \(\sin\delta\). Hence

\[
s_1=1-u(1-C),\quad s_2=\sin2\theta\cos2\theta\,(1-C),\quad s_3=\sin2\theta\,\sin\delta .
\]

The equality conditions fix the cosine of the retardance for any number of azimuths. From \(\sum s_1=0\) follows \(\sum u=N/(1-C)\). Then

\[
\sum s_3^2=(1-C^2)\sum u=N(1+C)=\frac N3\quad\Longrightarrow\quad \cos\delta=-\tfrac23 ,
\]

so \(\delta=131.8^\circ\), or equally \(228.2^\circ\), which only reverses the sign of every \(s_3\). We take the first. A quarter-wave retarder, with \(C=0\), cannot reach \(\sqrt3\) in this arrangement at any set of azimuths. With four azimuths, the best value found by search was 3.27.

Now choose the azimuths \(\pm\theta_1,\pm\theta_2\). Both \(s_2\) and \(s_3\) are odd in \(\theta\), and \(s_1\) is even. The sums of \(s_2\), \(s_3\), \(s_1s_2\) and \(s_1s_3\) therefore vanish. The condition \(\sum s_1=0\) makes the two values of \(s_1\) opposite, and \(\sum s_1^2=\tfrac43\) makes them \(\pm1/\sqrt3\). With \(1-C=\tfrac53\),

\[
u_{1,2}=\tfrac35\Big(1\mp\frac1{\sqrt3}\Big),\qquad u_1+u_2=\tfrac65,\qquad u_1u_2=\tfrac6{25}.
\]

The remaining mixed sum, \(\sum s_2s_3\), vanishes if \(u_1\cos2\theta_1=-u_2\cos2\theta_2\). The squares of the two sides agree, because

\[
u_1^2(1-u_1)-u_2^2(1-u_2)=(u_1-u_2)\big[(u_1+u_2)-(u_1+u_2)^2+u_1u_2\big]
\]

and the bracket is \(\tfrac{30}{25}-\tfrac{36}{25}+\tfrac6{25}=0\). The opposite signs are obtained with \(\theta_1<45^\circ<\theta_2\). Finally, \(\sum s_3^2=\tfrac43\) by the choice of \(C\), and \(\sum s_2^2=\tfrac43\) follows from the trace. The azimuths are \(\pm15.12^\circ\) and \(\pm51.69^\circ\). The other choice of signs, \(\theta_2<45^\circ<\theta_1\), replaces each \(\theta_i\) by \(90^\circ-\theta_i\) and gives the equally good set \(\pm38.31^\circ,\pm74.88^\circ\). We keep the first.

## A worked measurement

Take an ellipsometer at 633 nm (photon energy 1.96 eV). The sample reflects \(p\) and \(s\) light, along \(x\) and \(y\), with \(r_p/r_s=\tan\Psi\,e^{i\Delta}\). The factor \(e^{i\delta}\) chosen above for the slow axis corresponds to the time dependence \(e^{-i\omega t}\). Ellipsometry usually takes \(e^{+i\omega t}\), and its \(\Delta\) then has the opposite sign to the \(\Delta\) used here. For equal incident amplitudes in phase, the reflected field is proportional to \((\sin\Psi\,e^{i\Delta},\cos\Psi)\), so that

\[
\mathbf S/S_0=(-\cos2\Psi,\ \sin2\Psi\cos\Delta,\ -\sin2\Psi\sin\Delta).
\]

For \(\Psi=30^\circ\), \(\Delta=100^\circ\) this is \((-0.5000,-0.1504,-0.8529)\). In the azimuth order \(-51.69^\circ,-15.12^\circ,15.12^\circ,51.69^\circ\) the readings are \(0.9253,\,0.5702,\,0.1411,\,0.3633\) in units of \(S_0\).

For the tetrahedron \(G^{-1}=\mathrm{diag}(1,3,3,3)\), so the inversion is \(S_0=\tfrac12\sum I_k\) and \(\mathbf S=\tfrac32\sum\mathbf s_kI_k\). The readings add up to 2.000, which returns \(S_0=1.000\). The outer azimuths have \(s_1=-1/\sqrt3\) and the inner ones \(+1/\sqrt3\), so

\[
S_1=\tfrac{\sqrt3}2(0.5702+0.1411-0.9253-0.3633)=-0.500 .
\]

The other components follow in the same way. The angles are read from the direction \(\mathbf S/|\mathbf S|\). Then \(\cos2\Psi=-S_1/|\mathbf S|=0.500\) gives \(\Psi=30^\circ\), and the signs and ratio of \(S_2\) and \(S_3\) give \(\Delta=100^\circ\).

Let the noise of one reading be \(\sigma=0.001\) of \(S_0\). The direction \(\mathbf S/|\mathbf S|\) moves on the unit sphere by \(2\,d\Psi\) in one direction and by \(\sin2\Psi\,d\Delta\) in the perpendicular one. The noise of \(\mathbf S\) is \(\sqrt3\sigma\) in every direction, so to first order in \(\sigma\)

\[
\sigma_\Psi=\frac{\sqrt3\,\sigma}2=0.050^\circ,\qquad
\sigma_\Delta=\frac{\sqrt3\,\sigma}{\sin2\Psi}=0.115^\circ .
\]

Simulated noisy readings gave the same values to this accuracy. Taking \(\cos2\Psi=-S_1/S_0\) instead would let in noise from the length of \(\mathbf S\) and from \(S_0\), and would raise \(\sigma_\Psi\) to \(0.060^\circ\). As \(\Psi\) approaches 0 or 90°, \(\sigma_\Delta\) diverges and the first-order estimate fails: the phase between two amplitudes loses its meaning when one of them vanishes.

## Beside a real instrument

The wavelength is that of the common red helium–neon laser. The noise and the error sizes below are round, rough values, and a retardance of 131.8° is not a standard quarter- or half-wave value. The assumption that matters most here is that \(W\) is known. With the ideal \(W\) used for the inversion, a retarder azimuth offset of 0.05° shifts \(\Delta\) by \(-0.114^\circ\), as much as its noise. A wavelength 1 nm too long, which can occur with a diode laser or a filtered lamp but not with a helium–neon line, shifts \(\Psi\) by \(0.058^\circ\), slightly more than its noise, if the retardance varies as the inverse wavelength. The dispersion of crystal quartz raises this to about \(0.063^\circ\). Heating by 10 K, with a relative retardance change of \(-10^{-4}\) per kelvin, shifts \(\Psi\) by \(0.037^\circ\). These last two shifts are for a zero-order retarder, whose total retardance is 131.8°. With ten extra full waves of retardance they would grow to about \(1.5^\circ\) (\(1.7^\circ\) with the dispersion of quartz) and \(1.0^\circ\). A slow-axis intensity loss of 0.2%, or a source drift of 0.1% over the four readings taken in the order above, shifts either angle by less than \(0.03^\circ\). Polariser leakage shortens all analyser vectors equally, so it leaves both angles unchanged and lowers the apparent degree of polarisation. For 1 µW during 1 ms, with every photon counted, shot noise is at most \(1.7\times10^{-5}\) of \(S_0\), far below the assumed noise. Averaging repeated measurements reduces random noise but not a constant error in \(W\); for that, \(W\) must be calibrated.

The optimum also does not hold over a band of wavelengths. Keep the azimuths fixed and let the retardance vary as the inverse wavelength, neglecting dispersion of the birefringence. At 800 nm it is 104.3° and \(\kappa=2.49\). At 500 nm it is 166.9° and \(\kappa=5.85\). The rise at 500 nm comes mainly from \(S_3\), to which a nearly half-wave retarder gives little response. Indeed \(\kappa^2\ge G_{00}/G_{33}=4/\sum s_3^2\), and with \(\sum s_3^2=\tfrac{12}5\sin^2\delta\) this alone requires \(\kappa\) to be at least about 5.7. So close to half-wave, the neglected dispersion matters: for a crystal quartz retarder it raises the retardance at 500 nm to about 171° and \(\kappa\) to about 8. A spectroscopic instrument therefore needs a retarder whose retardance varies less, or a design optimised over the whole band. The numerical output below lists the remaining values.

## Computed results

```
sqrt(3) = 1.732051
lowest kappa, 4000 random designs = 1.8798
search, 4 analysers: kappa = 1.73205
  dot products -0.3333 to -0.3333
search, 5 analysers: best kappa found = 1.7937
design: N, kappa, rms Stokes error / sigma
  tetrahedron: 4, 1.7321, 3.1623
  common four: 4, 3.2255, 4.0000
  bipyramid: 5, 1.8257, 2.8519
  octahedron: 6, 1.7321, 2.5820
optimal retardance = 131.810 deg
azimuths = +-15.118, +-51.693 deg
search over retardance: kappa = 1.73205
  cos(retardance) found = -0.6667
quarter-wave, 4 azimuths: best kappa found = 3.2739
error gain at polarisation 0, 0.5, 1 = 1.7321, 1.6125, 1.4142
wavelength = 633 nm
photon energy = 1.959 eV
Psi = 30.0 deg, Delta = 100.0 deg
reading noise sigma = 0.0010 of S0
Stokes input / S0 = 1.0000, -0.5000, -0.1504, -0.8529
azimuth order (deg) = -51.69, -15.12, 15.12, 51.69
readings / S0 = 0.9253, 0.5702, 0.1411, 0.3633
simulated variances / sigma^2 = 1.002, 2.996, 3.005, 2.998
Psi noise: formula 0.0496 deg, simulated 0.0496 deg
Delta noise: formula 0.1146 deg, simulated 0.1147 deg
neglected effects, rough typical sizes:
  polariser leakage = 1e-04 (intensity ratio)
  heating = 10 K at -1e-04 per K
  wavelength offset = 1.0 nm
  azimuth offset = 0.05 deg
  slow-axis intensity loss = 0.002
  source drift over four readings = 0.001
bias: Psi (deg), Delta (deg), degree of polarisation
  leakage: 0.0000, 0.0000, -0.00020
  heating: 0.0371, -0.0302, 0.00173
  wavelength: 0.0584, -0.0475, 0.00273
  azimuth: -0.0434, -0.1138, 0.00079
  slow-axis loss: 0.0146, -0.0023, -0.00022
  source drift: -0.0057, 0.0241, -0.00053
kappa with leakage = 1.732397
light = 1 uW for 1 ms, 3.19e+09 photons
largest shot noise of a reading = 1.7e-05 of S0
same retarder at other wavelengths: retardance, kappa
  500 nm: 166.9 deg, 5.854
  633 nm: 131.8 deg, 1.732
  800 nm: 104.3 deg, 2.493
```
